**Ionized fraction of isolated shallow donors**

The program tests x = 2/[1 + √(1 + 4N_D/K)] with K = (N_c/g) exp(−E/kT), where x is the ionized fraction, N_D the donor density, N_c the effective conduction-band density of states, g the donor degeneracy and E the donor depth. It enumerates the donor states, integrates the band density of states and finds the chemical potential from neutrality, then asserts agreement with the closed form at four dopings and three temperatures. For 45 meV, g = 2, N_c = 2.8×10¹⁹ cm⁻³ and N_D = 10¹⁸ cm⁻³ at 300 K, both routes give 76.3 percent. Further assertions cover the sensitivity to depth, the leading Fermi correction, the effective degeneracy, the screening length and the screened binding energy. The output shows that upper 1s states alone lower the fraction to 53 percent, while screening alone raises it to 87 percent. With both effects and Fermi statistics the estimate is 66 percent, which indicates the size of the model error for rough phosphorus-in-silicon parameters.

## Check in Python

```python
"""Ionized fraction x of isolated donors in a non-degenerate semiconductor.

Result under test: x = 2/(1 + sqrt(1 + 4*Nd/K)), K = (Nc/g)*exp(-E/kT).
Nd: donor density, Nc: effective conduction-band density, g: degeneracy,
E: donor depth below the band edge, mu: chemical potential from that edge.
Energies are in eV, densities in cm^-3, temperatures in K, lengths in nm.
The independent road enumerates donor states, integrates the band density of
states, and finds mu from charge neutrality by a numerical root search.
"""
from itertools import combinations
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

DEPTH, DEGENERACY, NC_300, DONORS, ROOM = 0.045, 2, 2.8e19, 1e18, 300.0
# Rough typical values for phosphorus in silicon, used only to size errors.
PERMITTIVITY, UPPER_DEPTH, SECOND_BINDING, MOTT = 11.7, 0.033, 0.002, 0.26
GROUND = [DEPTH] * 2
MULTIPLET = GROUND + [UPPER_DEPTH] * 10


def thermal(temperature):
    return sc.k * temperature / sc.e


MASS = (2 * np.pi * sc.hbar**2 / (sc.k * ROOM)
        * (NC_300 * 1e6 / 2) ** (2 / 3))


def closed_fraction(donors=DONORS, temperature=ROOM, depth=DEPTH,
                    degeneracy=DEGENERACY):
    band = NC_300 * (temperature / ROOM) ** 1.5
    action = band / degeneracy * np.exp(-depth / thermal(temperature))
    return 2 / (1 + np.sqrt(1 + 4 * donors / action))


def electron_density(mu, temperature=ROOM, fermi=False):
    """Integrate the parabolic density of states, with energy = kT*t^2."""
    eta = mu / thermal(temperature)

    def integrand(t):
        if fermi:
            return 2 * t**2 / (np.exp(t**2 - eta) + 1)
        return 2 * t**2 * np.exp(eta - t**2)

    prefactor = (2 * MASS * sc.k * temperature / sc.hbar**2) ** 1.5
    integral = quad(integrand, 0, 8, epsabs=0, epsrel=1e-10, limit=200)[0]
    return prefactor / (2 * np.pi**2) * integral * 1e-6


def donor_charge(mu, temperature, depths, repulsion):
    """Mean donor charge from all states with zero, one or two electrons."""
    numbers, energies = [], []
    for count in range(3):
        for chosen in combinations(depths, count):
            numbers.append(count)
            energies.append(-sum(chosen) + (repulsion if count == 2 else 0))
    numbers, energies = np.array(numbers), np.array(energies)
    weights = np.exp((numbers * mu - energies) / thermal(temperature))
    return 1 - np.sum(numbers * weights) / np.sum(weights)


def neutral_solution(donors=DONORS, temperature=ROOM, depths=GROUND,
                     repulsion=10.0, fermi=False):
    """Return electrons per donor and mu; large repulsion forbids pairs."""
    def imbalance(mu):
        return (electron_density(mu, temperature, fermi) / donors
                - donor_charge(mu, temperature, depths, repulsion))
    mu = brentq(imbalance, -0.6, 0.1, xtol=1e-14)
    return electron_density(mu, temperature, fermi) / donors, mu


kT = thermal(ROOM)
boltzmann_factor = np.exp(-DEPTH / kT)
K = NC_300 / DEGENERACY * boltzmann_factor
x = closed_fraction()
x_numeric, mu_numeric = neutral_solution()
mu_formula = kT * np.log(x * DONORS / NC_300)

# The closed form must follow the numerical solution across a wide range.
for density in (1e15, 1e17, 1e18, 1e19):
    for temperature in (233.0, 300.0, 398.0):
        direct = neutral_solution(density, temperature)[0]
        assert abs(direct - closed_fraction(density, temperature)) < 1e-7
assert abs(mu_numeric - mu_formula) < 1e-8
assert mu_numeric < -DEPTH
assert round(100 * x_numeric) == 76
half_density = 2 * K
assert abs(neutral_solution(half_density)[0] - 0.5) < 1e-7

# Sensitivity to the donor depth, by finite differences of the root search.
slope = -x * (1 - x) / ((2 - x) * kT)
step = 1e-4
upper = neutral_solution(depths=[DEPTH + step] * 2)[0]
lower = neutral_solution(depths=[DEPTH - step] * 2)[0]
assert abs((upper - lower) / (2 * step) / slope - 1) < 1e-3

# Fermi statistics; the omitted term is of order (n/Nc)^2.
x_fermi, mu_fermi = neutral_solution(fermi=True)
filling = x_fermi * DONORS / NC_300
fermi_factor = 1 + filling / np.sqrt(8)
assert abs(x_fermi**2 / (1 - x_fermi) * fermi_factor * DONORS / K - 1) < 1e-4
assert x_fermi < x

# A second, weakly bound electron on the donor.
x_pair = neutral_solution(repulsion=DEPTH - SECOND_BINDING)[0]
assert x_pair < x

# Upper valley-split 1s states, each donor still holding one electron.
g_effective = 2 + 10 * np.exp(-(DEPTH - UPPER_DEPTH) / kT)
x_multiplet = neutral_solution(depths=MULTIPLET)[0]
assert abs(x_multiplet - closed_fraction(degeneracy=g_effective)) < 1e-7
assert x_multiplet < x

# Hydrogen-like radius belonging to the unscreened donor depth.
radius = sc.e / (8 * np.pi * sc.epsilon_0 * PERMITTIVITY * DEPTH) * 1e9


def screening_length(density):
    return np.sqrt(sc.epsilon_0 * PERMITTIVITY * kT
                   / (sc.e * density * 1e6)) * 1e9


def screened_ratio(delta):
    """Variational 1s binding over unscreened binding; delta = a/lambda."""
    def energy(beta):
        return beta**2 - 8 * beta**3 / (2 * beta + delta) ** 2
    return -minimize_scalar(energy, bounds=(0.2, 1.3), method="bounded",
                            options={"xatol": 1e-10}).fun


def screened_solution(depths, fermi=False):
    """Make the level shift and the free-electron density consistent."""
    fraction = 0.7
    for _ in range(60):
        length = screening_length(fraction * DONORS)
        depth = DEPTH * screened_ratio(radius / length)
        shifted = [value - (DEPTH - depth) for value in depths]
        updated = neutral_solution(depths=shifted, fermi=fermi)[0]
        change = abs(updated - fraction)
        fraction = updated
        if change < 1e-9:
            break
    assert change < 1e-9
    assert min(shifted) > 0
    return fraction, depth, length


x_screened, screened_depth, length = screened_solution(GROUND)
x_combined, combined_depth, combined_length = screened_solution(
    MULTIPLET, fermi=True)
assert x_screened > x

# Diagonalize the radial equation; the trial energy must lie just above it.
delta = radius / length
h = 0.01
r = h * np.arange(1, 4001)
diagonal = 2 / h**2 - 2 * np.exp(-delta * r) / r
off_diagonal = -np.ones(len(r) - 1) / h**2
radial_ratio = -eigh_tridiagonal(diagonal, off_diagonal, select="i",
                                 select_range=(0, 0), eigvals_only=True)[0]
trial_ratio = screened_ratio(delta)
assert abs(radial_ratio - trial_ratio) < 0.005

# Screening length from the numerical response of n to mu. The tolerance
# allows for the one-percent Fermi correction absent from the formula.
dmu = 1e-5
response = (electron_density(mu_fermi + dmu, fermi=True)
            - electron_density(mu_fermi - dmu, fermi=True)) / (2 * dmu)
response_length = np.sqrt(sc.epsilon_0 * PERMITTIVITY
                          / (sc.e * response * 1e6)) * 1e9
assert abs(response_length / screening_length(x_fermi * DONORS) - 1) < 0.02

# The n = 2 orbits (mean radius at least 5a) exceed the screening length.
assert 5 * radius > max(length, combined_length)
mott_parameter = radius * 1e-7 * DONORS ** (1 / 3)
mott_density = (MOTT / (radius * 1e-7)) ** 3
assert mott_parameter < MOTT


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


show("Donor depth", f"{1e3 * DEPTH:.1f}", "meV")
show("Donor degeneracy", DEGENERACY)
show("Conduction-band density Nc", f"{NC_300:.2e}", "cm^-3")
show("Donor density", f"{DONORS:.2e}", "cm^-3")
show("Temperature", f"{ROOM:.0f}", "K")
show("Thermal energy kT", f"{1e3 * kT:.3f}", "meV")
show("Density-of-states mass", f"{MASS / sc.m_e:.3f}", "electron masses")
show("Depth divided by kT", f"{DEPTH / kT:.4f}")
show("Boltzmann factor exp(-E/kT)", f"{boltzmann_factor:.4f}")
show("Mass-action density K", f"{K:.4e}", "cm^-3")
show("Ratio K/Nd", f"{K / DONORS:.4f}")
show("Ionized fraction, closed form", f"{100 * x:.2f}", "percent")
show("Ionized fraction, root search", f"{100 * x_numeric:.2f}", "percent")
show("Free-electron density", f"{x * DONORS:.3e}", "cm^-3")
show("Neutral-donor density", f"{(1 - x) * DONORS:.3e}", "cm^-3")
show("Chemical potential from band edge", f"{1e3 * mu_numeric:.2f}", "meV")
show("Fraction if g = 1 by mistake",
     f"{100 * closed_fraction(degeneracy=1):.2f}", "percent")
for density in (1e16, 1e17):
    show(f"Fraction at Nd = {density:.0e} cm^-3",
         f"{100 * closed_fraction(density):.2f}", "percent")
show("Donor density for half ionization", f"{half_density:.3e}", "cm^-3")
show("Change of fraction per meV of depth", f"{0.1 * slope:.3f}",
     "percentage points")
for temperature in (233.0, 398.0):
    show(f"Fraction at {temperature:.0f} K",
         f"{100 * closed_fraction(temperature=temperature):.2f}", "percent")
show("Band filling n/Nc", f"{filling:.4f}")
show("Fermi correction factor dividing K", f"{fermi_factor:.4f}")
show("Fraction with Fermi statistics", f"{100 * x_fermi:.2f}", "percent")
show("Second-electron binding, rough", f"{1e3 * SECOND_BINDING:.0f}", "meV")
show("Electrons per donor with second binding", f"{100 * x_pair:.2f}",
     "percent")
show("Upper 1s depth, rough", f"{1e3 * UPPER_DEPTH:.0f}", "meV")
show("Effective degeneracy with upper 1s", f"{g_effective:.3f}")
show("Fraction with upper 1s states", f"{100 * x_multiplet:.2f}", "percent")
show("Relative permittivity, rough", PERMITTIVITY)
show("Hydrogen-like donor radius a", f"{radius:.3f}", "nm")
show("Screening length, ground level only", f"{length:.3f}", "nm")
show("Ratio a/lambda, ground level only", f"{delta:.4f}")
show("Screened/unscreened depth, trial", f"{trial_ratio:.4f}")
show("Screened/unscreened depth, radial", f"{radial_ratio:.4f}")
show("Screened donor depth", f"{1e3 * screened_depth:.2f}", "meV")
show("Fraction with screening only", f"{100 * x_screened:.2f}", "percent")
show("Combined case: screening length", f"{combined_length:.3f}", "nm")
show("Combined case: ground depth", f"{1e3 * combined_depth:.2f}", "meV")
show("Combined case: fraction", f"{100 * x_combined:.2f}", "percent")
show("Smallest n = 2 mean radius, 5a", f"{5 * radius:.2f}", "nm")
show("Mott parameter a*Nd^(1/3)", f"{mott_parameter:.3f}")
show("Mott threshold, rough", MOTT)
show("Density at Mott threshold", f"{mott_density:.2e}", "cm^-3")
print("finished without a failed check")
```

It prints:

```
Donor depth: 45.0 meV
Donor degeneracy: 2
Conduction-band density Nc: 2.80e+19 cm^-3
Donor density: 1.00e+18 cm^-3
Temperature: 300 K
Thermal energy kT: 25.852 meV
Density-of-states mass: 1.076 electron masses
Depth divided by kT: 1.7407
Boltzmann factor exp(-E/kT): 0.1754
Mass-action density K: 2.4556e+18 cm^-3
Ratio K/Nd: 2.4556
Ionized fraction, closed form: 76.30 percent
Ionized fraction, root search: 76.30 percent
Free-electron density: 7.630e+17 cm^-3
Neutral-donor density: 2.370e+17 cm^-3
Chemical potential from band edge: -93.14 meV
Fraction if g = 1 by mistake: 85.21 percent
Fraction at Nd = 1e+16 cm^-3: 99.60 percent
Fraction at Nd = 1e+17 cm^-3: 96.23 percent
Donor density for half ionization: 4.911e+18 cm^-3
Change of fraction per meV of depth: -0.566 percentage points
Fraction at 233 K: 62.12 percent
Fraction at 398 K: 86.89 percent
Band filling n/Nc: 0.0272
Fermi correction factor dividing K: 1.0096
Fraction with Fermi statistics: 76.15 percent
Second-electron binding, rough: 2 meV
Electrons per donor with second binding: 75.81 percent
Upper 1s depth, rough: 33 meV
Effective degeneracy with upper 1s: 8.286
Fraction with upper 1s states: 52.86 percent
Relative permittivity, rough: 11.7
Hydrogen-like donor radius a: 1.367 nm
Screening length, ground level only: 4.381 nm
Ratio a/lambda, ground level only: 0.3121
Screened/unscreened depth, trial: 0.4992
Screened/unscreened depth, radial: 0.4999
Screened donor depth: 22.46 meV
Fraction with screening only: 87.08 percent
Combined case: screening length: 5.032 nm
Combined case: ground depth: 24.83 meV
Combined case: fraction: 66.02 percent
Smallest n = 2 mean radius, 5a: 6.84 nm
Mott parameter a*Nd^(1/3): 0.137
Mott threshold, rough: 0.26
Density at Mott threshold: 6.87e+18 cm^-3
finished without a failed check
```
